The Melosh Rotation and the Boost Invariance of Light-Front Helicity

**1. Two observers of one spin**

An electron at rest has spin up along z. It is then set in motion with momentum p. To say that the moving electron is "still spin up", one must say how it was brought from rest to p. One route is a single boost along p. Another is a boost along z followed by a transformation that supplies the transverse momentum. Both end at the same p, but when p has a component transverse to z their results differ by a rotation of the spin.

The first route defines canonical spin, the second light-front spin. We need the rotation between them, called the Melosh rotation, and the behaviour of each spin label under further boosts.

**2. Conventions**

The particle is free, has spin 1/2, mass m > 0 and positive energy E. In atomic units ħ = 1, the electron has m = 1, and c remains explicit. Define

p⁰ = E/c, p^± = p⁰ ± p_z, p_R = p_x + i p_y, p_L = p_x − i p_y.

The transverse momentum is p_⊥ = (p_x, p_y); in scalar formulas p_⊥ also denotes its length. Matrices are written row by row. Put the four-momentum into

X(p) = p⁰ + σ·p = [[p^+, p_L], [p_R, p^−]].

Its determinant is (p⁰)² − p² = m²c², so

p^+ p^− = p_⊥² + m²c².  (1)

Since p⁰ > |p_z|, both p^+ and p^− are positive.

A complex matrix Λ of unit determinant acts by X → ΛXΛ†. This keeps X Hermitian and its determinant fixed, so it is a Lorentz transformation; we write p' = Λp. All transformations are active. A boost of rapidity η along a unit vector n is exp(ησ·n/2), and a rotation by θ about n is exp(−iθσ·n/2).

At rest X = mc. Hence Λ leaves the rest momentum alone precisely when ΛΛ† = 1, that is, when Λ is a rotation R. The rest states then mix as

U(R)|0,λ⟩ = Σ_s |0,s⟩ R_{sλ}, with s, λ = ±1/2.

A standard boost B(p) takes rest to p, so BB† = X(p)/(mc). It defines |p,λ⟩ = U(B(p))|0,λ⟩. We normalize states with 2p⁰δ³(p−p'), which is Lorentz invariant, so no momentum-dependent factor is needed here.

**3. Light-front boosts**

The longitudinal boost is Z(η) = diag(e^{η/2}, e^{−η/2}). Multiplying out ZXZ† gives

p^+ → e^η p^+, p^− → e^{−η}p^−, p_⊥ → p_⊥.

The transverse light-front boost has two real parameters w = (w_x, w_y). With w_R = w_x + i w_y and w_L = w_x − i w_y,

T(w) = [[1, 0], [w_R, 1]].

First multiply from the left:

TX = [[p^+, p_L], [p_R + w_R p^+, p^− + w_R p_L]].

Then multiply by T† = [[1, w_L], [0, 1]]. The first column is unchanged, so

p^+ → p^+, p_⊥ → p_⊥ + w p^+.

The lower right element gives p^− → p^− + 2w·p_⊥ + w²p^+.

T is not an ordinary transverse boost. The matrix T − 1 squares to zero, so T = exp(T − 1), and

T − 1 = w_x(σ_x − iσ_y)/2 + w_y(σ_y + iσ_x)/2.

Each parameter therefore generates a transverse boost together with a rotation about the other transverse axis.

The product is

T(w)Z(η) = [[e^{η/2}, 0], [w_R e^{η/2}, e^{−η/2}]].

Every lower triangular matrix [[a, 0], [b, 1/a]] with a > 0 has this form, with η = 2 ln a and w_R = b/a. Products and inverses of such matrices are again of this type, so the light-front boosts form a group.

**4. The two standard boosts**

*Canonical boost.* Take the rapidity η along p, with cosh η = p⁰/(mc). Then

cosh(η/2) = √[(p⁰+mc)/(2mc)],

sinh(η/2) = √[(p⁰−mc)/(2mc)] = |p|/√[2mc(p⁰+mc)].

The last form uses p² = (p⁰−mc)(p⁰+mc). Therefore

B_c(p) = (p⁰ + mc + σ·p)/√[2mc(p⁰+mc)].

To confirm its action on rest, square the numerator:

(p⁰+mc)² + p² + 2(p⁰+mc)σ·p = 2(p⁰+mc)(p⁰+σ·p).

Since B_c is Hermitian, B_cB_c† = X/(mc).

*Light-front boost.* The longitudinal boost takes p^+ from mc to its final value, so e^η = p^+/(mc). The transverse one then supplies p_⊥, so w = p_⊥/p^+. Substitution in TZ gives

B_f(p) = [[p^+, 0], [p_R, mc]]/√(mc p^+).

Here too,

B_fB_f† = [[(p^+)², p^+p_L], [p^+p_R, p_⊥²+m²c²]]/(mc p^+) = X/(mc),

where (1) was used in the lower right element.

**5. The Melosh rotation**

Insert B_cB_c⁻¹ into the definition of the light-front state:

|p,λ⟩_f = U(B_c)U(B_c⁻¹B_f)|0,λ⟩.

The matrix R_M = B_c⁻¹B_f fixes the rest momentum, because both boosts carry rest to the same p. It is thus a rotation, and

|p,λ⟩_f = Σ_s |p,s⟩_c (R_M)_{sλ}.  (2)

The inverse of B_c is found by reversing p:

B_c⁻¹ = [[p^−+mc, −p_L], [−p_R, p^++mc]]/√[2mc(p⁰+mc)].

Multiply its numerator by that of B_f, element by element:

upper left: (p^−+mc)p^+ − p_⊥² = m²c² + mc p^+ = mc(mc+p^+), by (1);

upper right: −mc p_L;

lower left: −p_Rp^+ + (p^++mc)p_R = mc p_R;

lower right: mc(mc+p^+).

The common factor mc combines with the two square roots to give 1/√[2p^+(p⁰+mc)]. This can be rewritten using (1):

(mc+p^+)² + p_⊥² = 2mc p^+ + (p^+)² + p^+p^− = 2p^+(mc+p⁰),

since p^+ + p^− = 2p⁰. Hence

R_M = [[mc+p^+, −p_L], [p_R, mc+p^+]]/√[(mc+p^+)²+p_⊥²].  (3)

To read off the axis, let z also denote the unit vector along the z axis. Then z×p = (−p_y, p_x, 0), and −iσ·(z×p) has upper right element −p_L and lower left element p_R. So

R_M = [mc + p^+ − iσ·(z×p)]/√[(mc+p^+)²+p_⊥²].

Comparison with cos(θ_M/2) − i sin(θ_M/2)σ·n gives n = (z×p)/p_⊥ and

tan(θ_M/2) = p_⊥/(mc+p^+).  (4)

The rotation tips z towards p_⊥. A light-front state with λ = +1/2 therefore has its canonical spin at angle θ_M from z, leaning to the side of the transverse momentum. For p_⊥ = 0 the two bases coincide.

**6. Why light-front boosts preserve the label**

Let Λ be any light-front boost and p' = Λp. Then

U(Λ)|p,λ⟩_f = U(B_f(p'))U(W_f)|0,λ⟩, W_f = B_f⁻¹(p')ΛB_f(p).

W_f takes rest to p, then to p', then back to rest, so it is unitary. Its three factors belong to the group of section 3, so it also has the form [[a, 0], [b, 1/a]] with a > 0. The upper left element of W_fW_f† = 1 gives a² = 1, hence a = 1. The lower left element gives ab = 0, hence b = 0. Thus W_f = 1 and

U(Λ)|p,λ⟩_f = |Λp,λ⟩_f.  (5)

This covers longitudinal boosts, transverse light-front boosts and all their products.

The canonical label behaves differently. From B_c = B_fR_M⁻¹,

W_c = B_c⁻¹(p')ΛB_c(p) = R_M(p')W_fR_M(p)† = R_M(p')R_M(p)†.  (6)

A longitudinal boost keeps p_⊥ and hence the rotation axis, so the canonical spin turns by the change in θ_M. If p_⊥ changes direction, the two rotations have different axes n and n'. The scalar part of their product then gives the angle θ_W of W_c:

cos(θ_W/2) = cos(θ_M'/2)cos(θ_M/2) + n'·n sin(θ_M'/2)sin(θ_M/2).  (7)

**7. The observable behind the label**

Let W^μ be the Pauli–Lubanski four-vector operator. Its time component is W⁰ = J·P, and on rest states W = (0, mcJ). Define

h = W^+/P^+, W^+ = W⁰ + W_z.

The plus component of any four-vector is multiplied by e^η under Z(η) and unchanged by T(w). The factors cancel in h, so h commutes with U(Λ) for every light-front boost. At rest h = mcJ_z/(mc) = J_z. Therefore

h|p,λ⟩_f = U(B_f)h|0,λ⟩ = λ|p,λ⟩_f.

The light-front helicity λ is thus an eigenvalue of an operator. It generally differs from ordinary helicity, the eigenvalue of J·P/|P|.

**8. The same result with Dirac spinors**

Write a Dirac spinor as a pair (ψ_R, ψ_L), transforming as ψ_R → Λψ_R and ψ_L → (Λ†)⁻¹ψ_L. With X̃ = p⁰ − σ·p, the matrix p̸ = γ⁰p⁰ − γ·p acts as

p̸(ψ_R, ψ_L) = (Xψ_L, X̃ψ_R).

For a rest spinor u₀ = (χ, χ)/√2, a standard boost gives

u = (Bχ, (B†)⁻¹χ)/√2.

It obeys p̸u = mc u because X = mc BB† and X̃ = m²c²X⁻¹. The invariant product is ūu' = ψ_R†ψ_L' + ψ_L†ψ_R'. Between canonical and light-front spinors it gives the matrix

½[B_c(B_f†)⁻¹ + B_c⁻¹B_f] = ½[(R_M⁻¹)† + R_M] = R_M.

The Melosh matrix is therefore the overlap ū_c(p,s)u_f(p,λ).

The light-front spinors also have a covariant form. With γ^+ = γ⁰ + γ³,

u_f = (p̸+mc)γ^+u₀/[2√(mc p^+)].  (8)

To prove it, read from p̸ that γ^+(ψ_R, ψ_L) = ((1−σ_z)ψ_L, (1+σ_z)ψ_R). For χ = (1,0), γ^+u₀ = √2(0, χ). Applying p̸+mc gives √2 times the pair (p^+, p_R), (mc, 0). Division by 2√(mc p^+) yields (B_fχ, (B_f†)⁻¹χ)/√2. For χ = (0,1), γ^+u₀ = √2(χ, 0), and the pair is (0, mc), (−p_L, p^+), again as required.

**9. Slow, fast and backward particles**

For |p| ≪ mc, p^+ ≈ mc + p_z, and (4) becomes

θ_M ≈ (p_⊥/mc)[1 − p_z/(2mc)].

The two spin labels agree in the nonrelativistic limit.

For the opposite limit, let θ_p be the polar angle of p. Since tan(θ_p/2) = sin θ_p/(1+cos θ_p),

tan(θ_p/2) = p_⊥/(|p|+p_z).

The denominator in (4) is mc+p⁰+p_z, which is larger, so θ_M < θ_p when p_⊥ > 0. As m → 0 at fixed p the denominators become equal, provided p does not point along −z. The canonical spin of the λ = +1/2 state then lies along p, and light-front helicity becomes ordinary helicity. To first order in the mass, the denominator exceeds its massless value |p|+p_z = 2|p|cos²(θ_p/2) by mc. If mc ≪ |p|+p_z, which excludes directions close to −z, tan(θ_M/2) falls short of tan(θ_p/2) by mc tan(θ_p/2)/[2|p|cos²(θ_p/2)]. Since d tan(θ/2) = dθ/[2cos²(θ/2)],

θ_p − θ_M ≈ (mc/|p|)tan(θ_p/2).  (9)

The condition used above is sufficient but stronger than needed. With η the rapidity along p of section 4, (4) gives exactly tan[(θ_p − θ_M)/2] = e^{−η}tan(θ_p/2), so (9) holds whenever mc ≪ |p| and mc tan(θ_p/2) ≪ |p|. The direction −z itself is a real exception. For p_⊥ = 0 and p_z < 0, θ_M = 0 for every m > 0, while p points down. A state with λ = +1/2 then has ordinary helicity −1/2.

At general speed, a canonical boost along p turns the helicity operator into J·p/|p| at rest: W⁰ is carried into (|p|/mc) times the component of W along p, which is |p| times that component of J. The mean ordinary helicity of the λ = +1/2 state, in units of 1/2, is therefore the cosine of the angle between its canonical spin and p:

mean = cos(θ_p − θ_M).  (10)

**10. An electron with momentum 0.5 MeV/c**

Take an electron with p_xc = 300000 eV, p_y = 0 and p_zc = 400000 eV. Then |p|c = 500000 eV, and the de Broglie wavelength 2π/|p| is 0.0248 Å. With mc² = 510998.95 eV,

E = √(500000² + 510998.95²) eV = 714926.52 eV,

p^+c = 714926.52 + 400000 = 1114926.52 eV,

tan(θ_M/2) = 300000/(510998.95+1114926.52) = 0.18451.

Thus θ_M = 20.91°, or 0.3649 rad. A canonical spin measurement along z on the λ = +1/2 state gives −1/2 with probability sin²(θ_M/2) = 0.0329. The momentum lies at θ_p = 36.87°, so (10) gives cos 15.96° = 0.9614.

*Longitudinal boost, e^η = 2.* Here p^+ doubles and p^− halves, giving p_zc = 1036194.9 eV. The Melosh angle falls to 12.49°. The canonical spin turns by 20.91° − 12.49° = 8.42°; the light-front label does not change.

*Transverse light-front boost, w = (0, 0.4), on the original state.* Now p_yc = 0.4 × 1114926.52 = 445970.6 eV, while p_zc drops to 310805.9 eV because p^− rises at fixed p^+. The new Melosh angle is 36.58°. The axes satisfy n'·n = 300000/√(300000²+445970.6²) = 0.558, and (7) gives

cos(θ_W/2) = 0.9495 × 0.9834 + 0.558 × 0.3139 × 0.1814 = 0.9655.

The rotation W_c of the canonical spin has angle 30.19°, more than the 15.68° difference of the Melosh angles, because the axis has moved. The spin direction of the λ = +1/2 state is not perpendicular to the axis of W_c, so it turns by slightly less, 29.68°. The light-front spin again does not turn.

*Both in succession, longitudinal first.* The net rotation of the canonical spin has angle 36.79°. The longitudinal step contributes 8.42° and the transverse step, now acting on the longitudinally boosted state, 35.85°. The net angle is less than their sum because the two axes differ. The light-front rotation is still zero.

Scaling the original momentum without changing its direction shows both limits:

scale 0.01: θ_M = 0.335°, mean helicity 0.8035;
scale 1: θ_M = 20.91°, mean helicity 0.9614;
scale 10: θ_M = 34.92°, mean helicity 0.9994;
scale 100: θ_M = 36.67°, mean helicity 0.999994.

The means are in units of 1/2. At the smallest scale p_⊥/(mc) is 0.336°, and the mean is close to cos θ_p = 0.8, as expected for a spin nearly along z. At the largest, (9) gives a gap of 0.195°, which accounts for the distance from 36.87°.

**11. Where the invariance stops**

A rotation by φ about z is R_z = diag(e^{−iφ/2}, e^{iφ/2}). Conjugating B_f(p) with it multiplies p_R by e^{iφ}, so R_zB_f(p) = B_f(R_zp)R_z. The state acquires the phase e^{−iλφ}, and λ is preserved. A rotation about a transverse axis generally mixes the labels, as is plain for a particle at rest. For a fast particle whose momentum stays away from −z the flip probability falls as (mc/|p|)², since λ then approaches ordinary helicity, which rotations preserve.

An ordinary transverse boost can mix them too. Boost a resting particle along x with rapidity ζ. Since B_f(0) = 1, the light-front spin rotation is

W_f = B_f⁻¹(p)B_c(p) = R_M(p)†.

Here p_z = 0, p^+ = p⁰ = mc cosh ζ and p_⊥ = mc sinh ζ. Equation (4) gives

tan(θ_M/2) = sinh ζ/(1+cosh ζ) = tanh(ζ/2).

For ζ = 0.5 the angle is 27.52°, and the light-front label is found reversed with probability 0.0566. The transformation T(w) avoids such mixing through the rotation it contains. The invariance in (5) thus belongs to the light-front boost group, and the word "transverse" in its statement refers to T(w).

Numbers in the example were calculated in double precision.
